# Fano Profile of an Elastic Resonance on a Constant Background Phase

## Definitions and conventions

An electron collides elastically with an atom at relative energy $E$ and wave number $k$. In Hartree atomic units, with the atom much heavier than the electron, $E=k^2/2$. In a partial wave $l$ of a central problem, the radial function at large distance is proportional to $\sin(kr-l\pi/2+\delta)$, which defines the phase shift $\delta(E)$. Outgoing waves carry $e^{+ikr}$, and the S-matrix element is $S=e^{2i\delta}$. The integrated cross section of this wave is

$$\sigma_l=\sigma_u\sin^2\delta,\qquad \sigma_u=\frac{4\pi(2l+1)}{k^2}.$$

Here $\sigma_u$ is the unitarity limit, the largest value that elastic scattering in this wave can reach.

The resonance is a simple pole of $S$ at the complex energy $E_r-i\Gamma/2$, with $\Gamma>0$. The reduced energy is

$$\varepsilon=\frac{2(E-E_r)}{\Gamma},$$

so that $\varepsilon$ grows with energy and one unit of it is half a width. The result to be derived is

$$\sigma_l=\sigma_u\sin^2\delta_{bg}\,\frac{(q+\varepsilon)^2}{1+\varepsilon^2},\qquad q=-\cot\delta_{bg}, \tag{1}$$

where $\delta_{bg}$ is the background phase defined below. Four assumptions enter:

- no inelastic channel is open;
- no other resonance of the same wave lies nearby;
- $\delta_{bg}$ is constant across the resonance;
- $\sin\delta_{bg}\neq0$, so that $q$ is finite.

The factor $1/k^2$ in $\sigma_u$ may be kept as it stands. It must be nearly constant if the measured curve itself is to have the shape (1).

## From the pole to the resonant phase

For elastic scattering $\delta$ is real at real $E$, hence $|S|=1$. Separate the pole by writing

$$S(E)=S_{bg}(E)\,\frac{E-E_r-i\Gamma/2}{E-E_r+i\Gamma/2}. \tag{2}$$

This defines $S_{bg}$. At real energy the numerator of the fraction is the complex conjugate of its denominator, so the fraction has modulus one. Therefore $|S_{bg}|=1$ as well, and $S_{bg}=e^{2i\delta_{bg}}$ with real $\delta_{bg}$.

The numerator is there for a reason. Continued to complex energy, unitarity reads $S(E)\,[S(E^*)]^*=1$, so a pole at $E_r-i\Gamma/2$ requires a zero at $E_r+i\Gamma/2$. With both taken out, $S_{bg}$ has neither of them and can vary slowly. Treating it as constant is the approximation.

Division of numerator and denominator by $\Gamma/2$ gives the resonant factor

$$e^{2i\delta_r}=\frac{\varepsilon-i}{\varepsilon+i}=\frac{(\varepsilon-i)^2}{1+\varepsilon^2}.$$

Its square root has two signs. We choose the one for which $\delta_r\to0$ far below the resonance:

$$e^{i\delta_r}=\frac{-\varepsilon+i}{\sqrt{1+\varepsilon^2}},\qquad
\cos\delta_r=\frac{-\varepsilon}{\sqrt{1+\varepsilon^2}},\qquad
\sin\delta_r=\frac{1}{\sqrt{1+\varepsilon^2}}. \tag{3}$$

Equivalently, $\delta_r=\pi/2+\arctan\varepsilon$ and $\cot\delta_r=-\varepsilon$. The other sign would add $\pi$ to $\delta_r$ and leave $\sin^2\delta$ unchanged. The derivative

$$\frac{d\delta_r}{dE}=\frac{2}{\Gamma}\,\frac{1}{1+\varepsilon^2}$$

is positive, and the phase rises by $\pi$ in total.

## Adding the background

Equation (2) says that the phases add: $\delta=\delta_{bg}+\delta_r$. The addition theorem for the sine and (3) give

$$\sin\delta=\sin\delta_{bg}\cos\delta_r+\cos\delta_{bg}\sin\delta_r
=\frac{\cos\delta_{bg}-\varepsilon\sin\delta_{bg}}{\sqrt{1+\varepsilon^2}}. \tag{4}$$

Because $\sin\delta_{bg}\ne0$, we may factor out $-\sin\delta_{bg}$:

$$\sin\delta=-\sin\delta_{bg}\,\frac{\varepsilon-\cot\delta_{bg}}{\sqrt{1+\varepsilon^2}}
=-\sin\delta_{bg}\,\frac{\varepsilon+q}{\sqrt{1+\varepsilon^2}},\qquad q=-\cot\delta_{bg}.$$

Squaring removes the overall sign and yields (1). The minus sign in $q$ comes from $\cos\delta_r=-\varepsilon/\sqrt{1+\varepsilon^2}$, that is, from a resonant phase that rises with energy. Reversing the definition of $\varepsilon$ would reverse the sign of $q$. Adding $\pi$ to $\delta_{bg}$ changes nothing, since the cotangent has period $\pi$.

For numerical work the square of (4) is the better form:

$$\frac{\sigma_l}{\sigma_u}=\frac{(\cos\delta_{bg}-\varepsilon\sin\delta_{bg})^2}{1+\varepsilon^2}. \tag{5}$$

It needs no cotangent and stays finite for every $\delta_{bg}$.

## Shape and limiting cases

Let $F=(q+\varepsilon)^2/(1+\varepsilon^2)$. Its derivative is

$$\frac{dF}{d\varepsilon}=\frac{2(q+\varepsilon)(1+\varepsilon^2)-2\varepsilon(q+\varepsilon)^2}{(1+\varepsilon^2)^2}
=\frac{2(q+\varepsilon)(1-q\varepsilon)}{(1+\varepsilon^2)^2}.$$

There are two stationary points if $q\neq0$.

- At $\varepsilon=-q$ the cross section of this wave vanishes. The total phase is a multiple of $\pi$, and the outer wave looks as if there were no scatterer.
- At $\varepsilon=1/q$, $F=1+q^2$. Since $1+\cot^2\delta_{bg}=1/\sin^2\delta_{bg}$, the cross section there equals $\sigma_u$.

At $\varepsilon=0$, (5) gives $\sigma_l=\sigma_u\cos^2\delta_{bg}$. Far away it tends to the background value $\sigma_u\sin^2\delta_{bg}$. The pole energy is therefore in general neither the minimum nor the maximum of the curve.

Two special backgrounds follow from (5). For $\delta_{bg}=0$ the profile is the Lorentzian $1/(1+\varepsilon^2)$; in the language of (1), $|q|\to\infty$ while $q^2\sin^2\delta_{bg}\to1$. For $\delta_{bg}=\pi/2$, $q=0$ and the profile is $\varepsilon^2/(1+\varepsilon^2)$. This is a symmetric window: the background is already at the unitarity limit, and the resonance can only lower it.

The height in (1) is not a free parameter. For one elastic wave, $q$ fixes it through $\sin^2\delta_{bg}=1/(1+q^2)$. A fit with an independent height is a different model. It still has an exact zero, so it cannot reproduce a minimum that is filled in by other waves or by limited resolution.

## Net area

Subtracting the background leaves

$$F-1=\frac{q^2-1+2q\varepsilon}{1+\varepsilon^2}. \tag{6}$$

The second term is odd and falls off as $1/\varepsilon$, so its integral depends on the limits. Between $\varepsilon_1$ and $\varepsilon_2$ it contributes $q\ln[(1+\varepsilon_2^2)/(1+\varepsilon_1^2)]$, which vanishes for symmetric limits. The first term integrates to $\pi(q^2-1)$. With $dE=(\Gamma/2)\,d\varepsilon$,

$$\int(F-1)\,dE=\frac{\pi\Gamma}{2}(q^2-1)\qquad\text{(symmetric limits)}. \tag{7}$$

A resonance with $|q|<1$ thus removes cross section on balance, and one with $|q|>1$ adds it.

## Test on a coupled-channel model

Equation (1) can be tested where the resonance is not put in by hand. Take two s-wave channels with thresholds $0$ and $\Delta=19.8$ eV. Inside $a=2.0$ bohr the potential matrix is

$$\begin{pmatrix}-V_o&W\\W&\Delta-V_c\end{pmatrix},\qquad V_c=11.0\ \text{eV};$$

outside there is no potential. Without the coupling $W$, the closed channel has a bound level at 19.39 eV. The coupling lets it decay into the open channel.

Let $v_j$ and $c_j$ be the eigenvalues and eigenvectors of the matrix, and $K_j=\sqrt{2(E-v_j)}$. The regular inner solutions are $c_j\sin K_jr$, so at $r=a$ the derivatives are $u'=Yu$ with $Y=\sum_j c_jc_j^{T}K_j\cot K_ja$. In the closed channel $u_2'=-\kappa u_2$, where $\kappa=\sqrt{2(\Delta-E)}$. Eliminating $u_2$ gives the logarithmic derivative of the open channel,

$$y=Y_{11}-\frac{Y_{12}^2}{Y_{22}+\kappa},\qquad \tan(ka+\delta)=\frac{k}{y}.$$

The pole is the complex root of $y=ik$, the condition for a purely outgoing wave. The background phase is computed with $W=0$ at $E=E_r$, from $\tan(ka+\delta_{bg})=(k/K)\tan Ka$ with $K=\sqrt{2(E_r+V_o)}$. No quantity is fitted.

- For $V_o=20$ eV, $W=0.4$ eV: $q=-0.731$, and the zero is found at $\varepsilon=0.730$.
- For $V_o=46$ eV, $W=1.5$ eV: $q=0.198$, zero at $\varepsilon=-0.201$.
- For $V_o=55$ eV, $W=1.5$ eV: $q=0.815$, zero at $\varepsilon=-0.819$.

Both signs of $q$ are covered, and the zero lies on the predicted side each time. Over $|\varepsilon|\le10$ the largest absolute deviation of $\sin^2\delta$ from (1) is 0.0006, 0.0028 and 0.0023. Halving $W$ with the wells held fixed reduces it by factors of 3.99, 4.01 and 3.99. The deviation is thus of second order in the coupling here, and (1) is approached as the coupling is reduced. Most of it arises because the $W=0$ phase only stands in for the $\delta_{bg}$ defined by (2). At $E_r$, (2) gives $S=-e^{2i\delta_{bg}}$, and the phase taken from this differs from the $W=0$ phase by 0.0005, 0.0028 and 0.0023 rad. With it the deviations drop to 0.0002, 0.00002 and less than 0.00001.

## Other partial waves

The integrated cross section is a sum over $l$, because the Legendre polynomials are orthogonal. Other waves fill the zero of (1) with a smooth pedestal. The momentum-transfer cross section, which governs the drift of electrons in a gas, behaves differently. With s and p waves, phases $\delta_0,\delta_1$, and $x=\cos\theta$,

$$k^2|f|^2=\sin^2\delta_0+9x^2\sin^2\delta_1+6x\sin\delta_0\sin\delta_1\cos(\delta_0-\delta_1).$$

Insert this in $\sigma_m=2\pi\int_{-1}^{1}|f|^2(1-x)\,dx$. The three terms integrate to $2\sin^2\delta_0$, $6\sin^2\delta_1$ and $-4\sin\delta_0\sin\delta_1\cos(\delta_0-\delta_1)$. The identity $\sin^2(\delta_0-\delta_1)=\sin^2\delta_0+\sin^2\delta_1-2\sin\delta_0\sin\delta_1\cos(\delta_0-\delta_1)$ then gives

$$\sigma_m=\frac{4\pi}{k^2}\left[\sin^2(\delta_0-\delta_1)+2\sin^2\delta_1\right].$$

If the resonance is in the s wave and $\delta_1$ is constant, the first term is again a Fano profile, with $\delta_{bg}$ replaced by $\delta_{bg}-\delta_1$:

$$q_m=-\cot(\delta_{bg}-\delta_1). \tag{8}$$

The same resonance therefore has different asymmetry parameters in the two cross sections, and one must not be used for the other.

## Thermal motion of the target

Let the electron move along $z$ with speed $v$ and the atom, of mass $M$, with velocity $\mathbf V$. In ordinary units and to leading order in $m/M$ and $V/v$, the relative energy differs from its mean by $-mvV_z$. The thermal standard deviation of $V_z$ is $\sqrt{k_BT/M}$. With $mv=\sqrt{2mE}$, the relative energy has a Gaussian spread of standard deviation

$$s=\sqrt{\frac{2mE\,k_BT}{M}}. \tag{9}$$

To average the profile, write (6) as

$$F-1=\mathrm{Re}\,\frac{2q+i(q^2-1)}{\varepsilon+i},$$

which follows from $1/(\varepsilon+i)=(\varepsilon-i)/(1+\varepsilon^2)$. Put $b=2s/\Gamma$ and $z=(\varepsilon+i)/(\sqrt2\,b)$, where $\varepsilon$ now refers to the mean relative energy. The Gaussian average of $1/(\varepsilon+i)$ is

$$A=\frac{1}{\sqrt{2\pi}\,b}\int_{-\infty}^{\infty}\frac{e^{-u^2}}{z-u}\,du=-\frac{i\sqrt\pi}{\sqrt2\,b}\,w(z),$$

since the Faddeeva function is $w(z)=(i/\pi)\int e^{-u^2}(z-u)^{-1}du$ for $\mathrm{Im}\,z>0$. Hence

$$\langle F\rangle=1+\mathrm{Re}\left\{[2q+i(q^2-1)]A\right\}. \tag{10}$$

An independent Gaussian spread of the electron beam is included by adding its variance to $s^2$.

## Worked example: electrons on helium atoms

Free helium atoms have a narrow s-wave resonance just below their first excitation threshold. Rough typical values are $E_r=19.4$ eV, $\Gamma=10$ meV, $\delta_{bg}=1.8$ rad, and a threshold at 19.8 eV. The ground state has no spin, so a single total spin contributes. Then

$$k=\sqrt{2\times19.4/27.211}=1.194\ \text{bohr}^{-1},\qquad q=-\cot1.8=0.233.$$

The unitarity limit is $\sigma_u=4\pi/k^2=8.81$ bohr$^2$, or $2.47\times10^{-16}$ cm$^2$. The following s-wave values are in units of $10^{-16}$ cm$^2$.

- Background: $2.468\sin^2 1.8=2.34$.
- Zero: $E-E_r=-q\Gamma/2=-1.17$ meV.
- Value at $E_r$: $2.468\cos^2 1.8=0.13$.
- Maximum: 2.47, at $E-E_r=\Gamma/(2q)=21.4$ meV with $\sigma_u$ held fixed. The maximum is flat, and keeping the variation of $1/k^2$ moves it to 21.2 meV.

The background is already close to the unitarity limit, so the resonance appears as a deep dip with a low, distant maximum. The net area (7), relative to the background, is $\pi\times5\ \text{meV}\times(0.233^2-1)=-14.9$ meV.

## Comparison with a real gas

The least realistic assumption for a gas cell is that the atoms are at rest. At 300 K, (9) gives $s=11.7$ meV, a full width at half maximum of 27.6 meV, which exceeds $\Gamma$. By (10) the s-wave minimum rises from zero to 1.41 in the units above, 40% below the background, and moves to about $-5$ meV. This shift comes from the odd term in (6): for $q=0$ the averaged dip is symmetric about $\varepsilon=0$. Since $s\propto\sqrt T$, the thermal width equals $\Gamma$ near 39 K. An atomic beam crossed at right angles with the electrons reduces the broadening if it narrows the distribution of $V_z$.

A p-wave phase of roughly 0.3 rad adds a pedestal of 0.65. The thermal minimum of the two waves together is then $1.41+0.65=2.06$, against a background of 2.99, a dip of 31%. In momentum transfer, (8) gives $q_m=-\cot1.5=-0.071$. With these inputs the sign has changed, and the zero of the resonant term lies slightly above $E_r$ instead of below it. This holds only while $\delta_{bg}-\delta_1<\pi/2$, and the margin of 0.07 rad is within the roughness of the two phases. What is secure is that $q_m$ is smaller than $q$ and that the profile is close to a symmetric window. Waves with $l\ge2$ are left out of these figures.

The remaining corrections are smaller:

- Recoil: the mean relative energy is lower than the beam energy by the fraction $m/M$ to leading order, so the resonance appears 2.7 meV higher on the beam-energy scale.
- Variation of $1/k^2$: about 0.5% over a window of $10\Gamma=100$ meV.
- Drift of $\delta_{bg}$: if the phase falls linearly in $k$ from $\pi$ at zero energy, an assumption made for sizing, it changes by $-3.5$ mrad over the same window. With $dq/d\delta_{bg}=1/\sin^2\delta_{bg}$, $q$ changes by $-0.004$.
- Inelastic scattering: the threshold is about $40\Gamma$ away. Above it $|S|<1$, and the pairing of pole and zero used in (2) no longer follows.

In a processing plasma the electron energies are spread over several eV. The elastic collision rate is linear in the cross section. If the distribution is nearly constant over an interval centred on the resonance and much wider than $\Gamma$, the change in the rate from that interval is set mainly by the net area, not by the depth of the dip. Equation (7) should not be extended to energies several eV away: the odd term in (6) falls off slowly, and the background is no longer constant there. Spread over 1 eV, $-14.9$ meV amounts to a change of about $-1.5\%$ in the s-wave background. The 1 eV serves as an averaging scale here; an interval of that width centred on $E_r$ would reach past the threshold. For the elastic collision rate a smooth cross section then suffices at the per cent level. The drift speed depends on the momentum-transfer cross section in a nonlinear way, so it needs a separate estimate. A beam experiment with a spread of tens of meV or less needs (10), unless the total spread, thermal motion included, is far below $\Gamma$; then (5) suffices.

## Use in a calculation

Take $E_r$ and $\Gamma$ from the pole, and $\delta_{bg}$ from the smooth part of the phase at $E_r$. Evaluate (5), multiply by $\sigma_u$, and add the other waves. For a gas target, use (10) multiplied by $\sigma_u\sin^2\delta_{bg}$; written out, this product is $\sigma_u\left(\sin^2\delta_{bg}+\mathrm{Re}\{[-\sin2\delta_{bg}+i\cos2\delta_{bg}]A\}\right)$, the average of (5), which needs no $q$ and stays finite also when $\sin\delta_{bg}=0$. In a fit to data, apply the broadening to the model before comparing, because a filled-in minimum can otherwise be mistaken for a pedestal from other waves. The numerical output lists the values to more digits than the rough inputs for helium warrant.

## Table of computed values

```
TWO-CHANNEL TEST MODEL
well radius = 2.0 bohr
closed-channel threshold = 19.8 eV
closed-channel well depth = 11.0 eV
uncoupled bound level = 19.3918 eV
open depth 20 eV, coupling 0.4 eV:
  E_r = 19.3935 eV, Gamma = 1.5795 meV
  d_bg = 0.9395 rad, q = -0.7312, zero at eps = 0.7304
  max error in sin^2 = 0.00064, half coupling: 0.00016, ratio 3.99
open depth 46 eV, coupling 1.5 eV:
  E_r = 19.4050 eV, Gamma = 2.5060 meV
  d_bg = 1.7665 rad, q = 0.1982, zero at eps = -0.2011
  max error in sin^2 = 0.00281, half coupling: 0.00070, ratio 4.01
open depth 55 eV, coupling 1.5 eV:
  E_r = 19.4023 eV, Gamma = 0.1942 meV
  d_bg = 2.2547 rad, q = 0.8152, zero at eps = -0.8190
  max error in sin^2 = 0.00230, half coupling: 0.00058, ratio 3.99
WORKED EXAMPLE (rough values, regime of e + He)
E_r = 19.4 eV, Gamma = 10 meV, d_bg = 1.8 rad
wave number k = 1.1941 per bohr
q = 0.2333
zero: eps = -0.2333, E - E_r = -1.167 meV
maximum: eps = 4.2863, E - E_r = 21.43 meV
maximum s-wave cross section = 2.468 1e-16 cm^2
  the same = 8.813 bohr^2
background s-wave cross section = 2.341 1e-16 cm^2
cross section at E_r = 0.127 1e-16 cm^2
net area / background = -14.85 meV
mean change over a 1 eV window = -1.49 %
NEGLECTED EFFECTS
gas temperature = 300 K
thermal energy spread, std = 11.72 meV
thermal energy spread, FWHM = 27.61 meV
temperature where FWHM = Gamma: 39.4 K
thermal minimum = 1.412 1e-16 cm^2
  at E - E_r = -5.0 meV
thermal maximum = 2.438 1e-16 cm^2
recoil shift of beam energy = 2.66 meV
p-wave phase (rough) = 0.3 rad
p-wave cross section = 0.647 1e-16 cm^2
momentum-transfer q_m = -0.0709
energy window for drifts = 100 meV
change of 1/k^2 over window = -0.52 %
background phase drift over window = -3.46 mrad
change of q over window = -0.0036
excitation threshold (rough) = 19.8 eV
distance to threshold = 40 Gamma
```
